# Fourfold Density Multiplication with a Semi-Implicit Ohta-Kawasaki Scheme, part 2

We study whether a guide field $h$ can register the lamellae of a symmetric diblock, four lines per guide pitch. The composition field $\phi$ has conserved mean $m$. In model units, with brackets denoting a volume average, the energy density is

$$f=\Big\langle W(\phi)-h\phi+\tfrac12|\nabla\phi|^2+\tfrac12(\phi-m)(-\nabla^2)^{-1}(\phi-m)\Big\rangle,$$
$$W=\tfrac14\phi^4-\tfrac12(2+\varepsilon)\phi^2 .$$

A wave of wave number $k$ added to a uniform $m=0$ state costs energy in proportion to $k^2+1/k^2-2-\varepsilon$, so the depth $\varepsilon$ measures distance beyond mean-field ordering.

The lamella of period $L_0$ is $\phi=\sum a_n\cos(nkx)$, with $p_n=nk$. At its equilibrium period,

$$\sum_n a_n^2\left(p_n^2-p_n^{-2}\right)=0 .$$

For $\varepsilon=2.177$, $a_1=1.768$, $a_3=-0.150$, $k=0.984$ and $L_0=6.384$.

The guide is $h=h_0=0.2$ on stripes of width $L_0/2$, repeated with pitch $P=4L_0$, and zero elsewhere. Its cosine coefficient at harmonic $n$ of the guide pitch is $h_n$; $h_4=0.0318$, or 0.0314 on the grid of 16 cells per $L_0$.

The noise-free flow $\partial_t\phi=\nabla^2\mu$, with $\mu$ the variational derivative of the energy, is solved in Fourier space with step $\Delta t$. Stiff linear terms are implicit, and a stabilizer $S(\phi'-\phi)$ is added, where $\phi'$ is the new field and $S=2+\varepsilon$. At $k=0$ the update is $\hat\phi'=\hat\phi$; the $k\ne0$ formula would divide the mean by $1+\Delta t$ at each step. Energy decreases at any $\Delta t$ if $|\phi|\le\sqrt{2+\varepsilon}$ before and after the step. More generally, for peak $M_\phi$, it falls whenever $S+\sqrt{1+2/\Delta t}\ge(3M_\phi^2-2-\varepsilon)/2$.

A direct deep quench lets noise and shorter waves compete with the guided four-line wave. The anneal therefore starts from white noise of rms 0.2 on $128\times96$ points with a shallow first stage.

## Worked run

The box is $8L_0\times6L_0$, with two guide pitches across it and $m=0$. Each stage has 1000 steps of 0.1. The first uses $\varepsilon=0.250$, the second 2.177. With $L_0=28$ nm, the guide pitch is 112 nm and a cell is 1.75 nm.

The energy fell from 0.7816 to $-0.0209$ in the first stage and from $-0.2138$ to $-0.8656$ in the second, decreasing at every step. The jump between stages comes from changing $\varepsilon$ and is not dissipation. Mean composition drifted by less than $10^{-17}$. In the second stage the largest $|\phi|$ was 1.65, below the bound 2.04.

The final energy can be checked by hand. The unguided lamella has $f=-0.8366$. At first order the guide adds $-h_4a_1/2=-0.0278$. Its twelfth harmonic, $-0.0094$ on this grid, meets $a_3=-0.150$ and adds $-0.0007$. The sum is $-0.8651$. The remaining $-0.0005$ has the sign expected when the field relaxes under the guide.

Every row contained eight lines, four per guide pitch. The worst centre offset was 0.16 nm, or 0.6% of $L_0$. The fully relaxed straight pattern has 0.15 nm on this grid and 0.14 nm with 64 cells per $L_0$, where its energy is $-0.8661$ rather than $-0.8656$. The line on the guide was 14.21 nm wide on average; the next three were 13.92 to 13.93 nm. A second noise seed gave the same pattern, with a largest field difference of 0.0052, or 0.3% of $a_1$.

Count a row as registered if it has eight lines, all within $L_0/10=2.8$ nm of their targets. The two guided anneals scored 100%. The same anneal with $h=0$ scored 0%. A direct quench to $\varepsilon=2.177$, with the guide, noise and total number of steps unchanged, scored 30%, had 5 to 8 lines per row, and ended at the higher energy $-0.8180$. For this seed, step size and duration, the path mattered although the guide pitch was ideal.

## Connection to a polymer

For a symmetric Gaussian diblock of $N$ segments, let $x=k^2R_g^2$, with $R_g$ the coil radius. Two segments separated by a fraction $s$ of the chain have correlation $e^{-xs}$. Integrating over the blocks gives

$$\frac{S_{AA}}N=\frac2{x^2}\left(\frac x2+e^{-x/2}-1\right),\quad
\frac{S_{AB}}N=\left(\frac{1-e^{-x/2}}x\right)^2 .$$

Incompressibility forces opposite density changes $(\psi,-\psi)$. Contracting the inverse correlation matrix with $(1,-1)$ gives $2/(S_{AA}-S_{AB})$. The contact energy $\chi(\frac12+\psi)(\frac12-\psi)$ subtracts $2\chi$. The quadratic coefficient times $N$ is therefore $F(x)-2\chi N$, with

$$F=\frac{2x^2}{x-3+4e^{-x/2}-e^{-x}} .$$

Its minimum is $F_*=20.990$ at $x_*=3.785$. Near it, write $F=F_*+c(u+1/u-2)$ with $u=x/x_*$. Matching second derivatives gives $c=x_*^2F''/2=6.895$. Comparison with the scaled model yields

$$\varepsilon=\frac{2\chi N-F_*}{c}=\frac{36-20.990}{6.895}=2.177$$

for $\chi N=18$. Using this match so far beyond the ordering point is an extrapolation. The first stage corresponds to $\chi N=11.36$ and serves only as a numerical anneal. For the chain below, $\bar N\approx2500$, and the Fredrickson-Helfand estimate $10.5+41\bar N^{-1/3}$ puts the ordering point near 13.5, so a melt at 11.36 would be disordered. With the common fit $\chi=0.028+3.9/T$ for PS-b-PMMA and 500 segments, $\chi N$ stays above 14 at any temperature, so heating alone does not reach this stage.

If $\phi=s\psi$ and $v_c$ is the volume per chain, the energy-density unit is $k_BTc/(v_cs^2)$. Taking nearly pure domain centres, $\psi=1/2$ at the lamellar peak $\phi=1.63$, gives $s=3.26$. Matching amplitudes to self-consistent field theory gives 3.3 to 3.5 at $\chi N=18$ but 2.1 at 11.36, so this $s$ and the energy unit built on it apply to the second stage only. With 51 kg/mol and 1100 kg/m³, $v_c=77$ nm³; at 500 K the unit is $5.8\times10^4$ J/m³.

## Thermal placement noise

The flow contains no thermal noise. To size the omission, let a line displacement $u(x,y)$, uniform through film thickness $H$, cost

$$\tfrac12\left[B(\partial_xu)^2+K(\partial_y^2u)^2+Gu^2\right]$$

per volume. Here $B$ is the second derivative of lamellar energy with respect to period strain, computed as 6.07. The fourth-harmonic pinning energy $-\frac12h_4a_1\cos ku$ gives $G=h_4a_1k^2/2=0.027$, averaged over all four lines. The twelfth harmonic, neglected here, would add about 0.006 and change the rms displacement found below by under 3%.

For bending, displace a rigid profile by $u_0\cos qy$. Harmonic $n$ changes the gradient and nonlocal energies by

$$\frac{a_n^2p_n^2u_0^2}{8}\left[q^2-\frac1{p_n^2}+\frac1{p_n^2+q^2}\right].$$

The first term is the added slope; the others move weight from $p_n^2$ to $p_n^2+q^2$. Expansion in $q$ leaves a $q^2$ term proportional to $\sum a_n^2(p_n^2-p_n^{-2})$, which vanishes at the equilibrium period. Matching the $q^4$ term to $Kq^4u_0^2/4$ gives $K=\frac12\sum a_n^2/p_n^4=1.67$. A rigid profile gives an upper bound. Letting the harmonics relax lowers $K$ to 1.65, which changes the rms below by about 0.1%.

Equipartition, with thermal energy $T$ in model units, gives

$$\langle u^2\rangle=\frac TH\int\frac{dq_xdq_y}{4\pi^2}\frac1{Bq_x^2+Kq_y^4+G}.$$

The $q_x$ integral, taken with a factor $1/2\pi$, is $1/[2\sqrt{B(Kq_y^4+G)}]$. Substituting $q_y=(G/K)^{1/4}t$ then gives

$$\langle u^2\rangle=\frac{TI}{2\pi H\sqrt B(KG)^{1/4}},$$
$$I=\int_0^\infty\frac{dt}{\sqrt{1+t^4}}=\frac{\Gamma(1/4)^2}{4\sqrt\pi}=1.854 .$$

One length unit is $28/6.384=4.39$ nm. For $H=28$ nm $=6.38$ units and $T=1.41$, $\langle u^2\rangle=0.057$, or 1.05 nm rms. This rough estimate exceeds the deterministic offset more than sixfold. It leaves out displacements that vary through the film, although $K(\pi/H)^4$ is only $3.6G$ here. Modes $\cos(n\pi z/H)$ raise the rms by 18 to 36% on average over depth and by 35 to 65% at a surface, depending on the short-wave cutoff. Weaker pinning increases the rms only as $G^{-1/8}$, but as $G\to0$ it diverges: registration is lost.

This estimate assumes a pattern that is already registered. Noise matters more for how the pattern forms. With conserved noise of strength $T/H=0.22$ added to both stages, an unguided lamella at $\varepsilon=0.25$ melted within a time of 20. The guided first stage kept an amplitude of only 0.15 to 0.20 in the four-line wave, depending on grid and integrator, and the two-stage anneal ended with 5 to 8 lines per row and 9 to 16% of rows registered, for one seed. That noise is too strong for the first stage: its smaller $s$ lowers $T$ by a factor of about 2.3 and, for a fixed physical guide, lowers $h_0$ to 0.13. With both changes in the first stage, two seeds ended with 83% and 59% of rows registered, or 100% and 58% after a short noise-free relaxation. Under the second-stage noise, a pattern registered from the start scored 86% with 1.1 nm rms offset, and a direct quench scored 1%. Scores on noisy fields are not converged in the grid, because finer cells add spurious zero crossings: in a box of $8L_0\times3L_0$ the registered start scored 95%, 98% and 65% with 8, 16 and 32 cells per $L_0$, with rms offsets of 1.0 to 1.4 nm. The 100% scores are results of the noise-free flow.

## Real films and failure modes

The inputs are rough values for PS-b-PMMA, whose periods near 28 nm make a 112 nm guide pitch relevant to lithography. The guide strength corresponds to an interfacial-energy contrast $2h_0\phi_{\rm peak}H$ of 1.1 mJ/m², if it acts through the whole film. A real chemical guide acts mainly at the bottom, so this assumption may overstate registration near the top; that change was not computed. Thermal motion moves registered lines by about 1 nm in the estimate above, somewhat more at a surface. Whether the shallow first stage keeps its benefit under noise depends on the noise strength assigned to it: the benefit was lost at $T/H=0.22$ and largely kept, in two seeds, at the lower value implied by that stage's $s$. The length scale was set from $L_0$: a coil with 500 segments of length 0.70 nm has $R_g=6.4$ nm and would give only 21 nm in this model, 25% too short. Neglected chain stretching explains part of this: self-consistent field theory at $\chi N=18$ gives a period of $3.93R_g$, or 25 nm, against $3.28R_g$ here. The remaining 3 nm is not accounted for, and the coil inputs are rough. Chain-length dispersion and fluctuation shifts of the ordering point are also omitted.

For an implementation, the main failures have distinct signs:

- A drifting mean points to the $k=0$ update; the error shows only for $m\ne0$, so a run at $m=0$ does not test it.
- An energy rise above rounding error calls for checking $\max|\phi|$ against the condition on $S$ and $\Delta t$, and that energy and update use the same wave numbers.
- A falling energy with wrong line counts indicates a trapped state, either defects or a perfect lamella with the wrong count; a smaller $\Delta t$ alone need not remove them. A shallower first stage is the remedy tried here; it worked fully in the noise-free flow at $h_0=0.2$, $P=4L_0$ and a box of $8L_0\times6L_0$, the only setting run, and with thermal noise its success depended on the noise strength and the seed.
- A box that is not a whole number of guide pitches imposes a mismatch at its boundary.

Model time has not been calibrated, so the step count predicts no annealing time. The numerical output lists the remaining values.

## Computed results

```
chain function: x* = 3.7852, minimum = 20.990
chain curvature scale c = 6.895
chi N: first 11.36, final 18.00
depth: first 0.250, final 2.177
optimum k = 0.98424, L0 = 6.3838 model lengths
lamella amplitudes n=1,3,5,7: 1.7679 -0.1503 0.0131 -0.0012
unguided lamella energy density = -0.83660 model units
fourfold window P/L0 = 3.462 to 4.470
one-mode window = 3.464 to 4.472
growth rate, depth 0.250, n=4: 0.2411 model units
growth rate, depth 0.250, n=5: 0.1145 model units
growth rate, depth 2.177, n=4: 2.1066 model units
growth rate, depth 2.177, n=5: 3.0282 model units
ODE comparison errors, dt=0.01,0.005: 6.320e-03, 2.984e-03
error ratio on halving dt = 2.118
energy-balance error = 0.0e+00 model units
largest energy change per step at dt=100: -8.0e-12
grid = 128 x 96, dt = 0.1, steps per stage = 1000
noise rms = 0.2, guide strength = 0.2 model units
L0 = 28.0 nm, guide pitch = 112.0 nm
box = 224 x 168 nm, cell = 1.75 nm
stage 1 energy: 0.78157 to -0.02085 model units
stage 1 largest step change = -9.0e-10
stage 1 peak |phi| = 0.789, bound = 1.500
stage 1 mass drift = 3.5e-18
stage 2 energy: -0.21378 to -0.86560 model units
stage 2 largest step change = -1.0e-10
stage 2 peak |phi| = 1.649, bound = 2.044
stage 2 mass drift = 9.0e-18
lines per row: min 8, max 8
worst line-centre offset = 0.161 nm
mean widths, guide line then next three (nm): 14.214 13.931 13.924 13.930
largest field difference between seeds = 5.2e-03
registered rows, guided: 100.0 %
registered rows, second: 100.0 %
registered rows, unguided: 0.0 %
registered rows, direct: 30.2 %
direct quench lines per row: 5 to 8
direct quench final energy = -0.81803 model units
rough inputs: 51 kg/mol, 1100 kg/m3, 500 K
film thickness = 28.0 nm, chain volume = 77.0 nm3
energy-density unit = 5.820e+04 J/m3
implied guide contrast = 1.06 mJ/m2
moduli B, K, G = 6.068, 1.665, 0.0269 model units
thermal energy = 1.406 model units
neglected thermal line jitter, rms = 1.05 nm
rough coil: segment 0.70 nm, N = 500, Rg = 6.39 nm
period from unstretched coil = 21.0 nm
period shortfall = 25 %
```
